# Choosing the null-space tolerance for long-lived nuclear spin states

## A case that can be seen through

Put three protons on a straight line at equal spacing and let the molecule tumble. Their dipolar Hamiltonian is

$$H=\sum_{i<j}\sum_{ab}A^{ij}_{ab}I_{ia}I_{jb},\qquad A^{ij}=b_{ij}(3\,n_{ij}n_{ij}^{T}-1),$$

with $n_{ij}$ the unit vector between the spins, $|b_{ij}|=\mu_0\gamma^2\hbar/(4\pi r_{ij}^3)$ in rad/s, and $H$ in angular frequency units. Each $A^{ij}$ is symmetric and traceless.

Let the outer spins form a singlet $|S_{13}\rangle$ and leave spin 2 free. These states span a two-dimensional space $W$. On it $(I_1+I_3)_a=0$. Equal spacing gives $A^{12}=A^{23}$, so

$$H_{12}+H_{23}=\sum_{ab}A^{12}_{ab}(I_1+I_3)_aI_{2b}=0\quad\text{on }W.$$

For the outer pair, replace $I_{3b}$ by $-I_{1b}$. Since $I_{1a}I_{1b}+I_{1b}I_{1a}=\delta_{ab}/2$ and $A^{13}$ is symmetric,

$$H_{13}|S_{13}\rangle=-\sum_{ab}A^{13}_{ab}I_{1b}I_{1a}|S_{13}\rangle=-\tfrac14\,{\rm Tr}A^{13}\,|S_{13}\rangle=0 .$$

This holds at every orientation, so tumbling cannot disturb $W$. Five independent operators are conserved: the identity, the projector $P_W$ and three spin components $s_x,s_y,s_z$ acting within $W$. If the chain bends slightly, $A^{12}\neq A^{23}$ and four of the five begin to decay slowly.

A numerical calculation must tell these two situations apart. The setting that does so is a tolerance below which a singular value counts as zero. Electronic-structure programs offer the same kind of setting for removing nearly dependent basis functions, where it acts on the overlap matrix. Here the corresponding matrix is the relaxation matrix, though the tolerance will be applied to the singular values of its factor. Both are Gram matrices, whose eigenvalues are squares of singular values, and that square governs the choice.

## The matrix being examined

Assume a rigid molecule, isotropic tumbling with correlation time $\tau$, and dipolar couplings within the molecule alone. Let $|b|\tau\ll1$, and let all Larmor frequencies and coherent couplings also be small compared with $1/\tau$ (extreme narrowing). With $\rho$ the deviation from equilibrium, second-order averaging gives

$$\dot\rho=-i[H_0,\rho]-\Gamma\rho,\qquad \Gamma\rho=\int_0^\infty\! ds\,\big\langle[H(t),[H(t-s),\rho]]\big\rangle .$$

Choose five symmetric traceless matrices $E_p$ with ${\rm Tr}\,E_pE_q=\delta_{pq}$, and define

$$a_p^{ij}={\rm Tr}(E_pA^{ij}),\quad X_q^{ij}=\sum_{ab}(E_q)_{ab}I_{ia}I_{jb},\quad G_{pq}=\sum_{i<j}a_p^{ij}X_q^{ij}.$$

Here $a_p^{ij}$ refers to a molecule-fixed frame. A rotation mixes the $E_p$ through an orthogonal matrix $D_{pq}(\Omega)$, so $H(\Omega)=\sum_{pq}D_{pq}(\Omega)G_{pq}$. This five-dimensional representation is irreducible, hence

$$\langle D_{pq}(t)D_{p'q'}(t-s)\rangle=\tfrac15\delta_{pp'}\delta_{qq'}e^{-s/\tau}.$$

The time integral supplies $\tau$:

$$\Gamma\rho=\frac{\tau}{5}\sum_{pq}[G_{pq},[G_{pq},\rho]] .$$

In an orthonormal basis of Hermitian operators, $Q\mapsto-i[G_{pq},Q]$ is a real antisymmetric matrix $C_{pq}$. The double commutator is $-C_{pq}^2=C_{pq}^TC_{pq}$. Stacking the 25 blocks into one tall matrix $K$ gives

$$\Gamma=\frac{\tau}{5}K^TK .$$

A test against a direct orientational average of the Hamiltonian found agreement to rounding.

With $\langle A,B\rangle={\rm Tr}A^\dagger B$ and $\|Q\|^2=\langle Q,Q\rangle$,

$$\langle Q,\Gamma Q\rangle=\frac{\tau}{5}\sum_{pq}\|[G_{pq},Q]\|^2 .$$

A sum of squares vanishes when each term does. The null space of $\Gamma$ is therefore the set of operators commuting with all $G_{pq}$, and hence with $H(\Omega)$ at every orientation. Such operators are untouched by any tumbling trajectory, so they do not depend on the second-order approximation. The decay rate of a slow mode, by contrast, does depend on that approximation.

## Where to put the tolerance

Reduce $K$ by a QR factorization, $K=OR$ with $O^TO=1$. Then $K^TK=R^TR$, so the small square matrix $R$ has the singular values $\sigma_k$ of $K$. The rates are $R_k=\tau\sigma_k^2/5$.

Rounding disturbs $\sigma_k$ by roughly $\varepsilon\sigma_{\max}$, with $\varepsilon\approx10^{-16}$ and a modest factor. The resulting floor on relative rates is near $\varepsilon^2$. If $\Gamma$ is formed and diagonalized instead, its eigenvalues are disturbed by roughly $\varepsilon$ times the largest one, and the floor is near $\varepsilon$.

A chain bent by $10^{-10}$ rad at each bond shows the difference. With $b_0$ the coupling at the bond length, the formula derived below gives a slow rate of $1.20\times10^{-19}\,b_0^2\tau$. The singular values reproduce it. Among the five lowest eigenvalues of $\Gamma$ the largest magnitude is $2.1\times10^{-15}\,b_0^2\tau$, roughly $10^4$ times too large; this value is rounding noise and shifts by about a factor of two with the orientation of the coordinates.

This leads to the following practice.

- Apply the tolerance to $\sigma_k/\sigma_{\max}$. The calculations here use $10^{-13}$, which corresponds to a rate ratio of $10^{-26}$.
- If a program accepts a tolerance on eigenvalues of $\Gamma$, remember that $\eta$ on singular values means $\eta^2$ on eigenvalues. An eigenvalue tolerance below the rounding floor has no meaning.
- Choose the boundary between slow and ordinary modes separately, from the experimental time scale or a visible gap in the rates. It is a physical choice.
- Symmetrize the coordinates if the symmetry is meant. Coordinates rounded at a relative $10^{-6}$ generally turn a symmetry-protected invariant into a slow mode, and the tolerance will rightly report it as one.

A threshold proposes invariants but does not prove them. A second count uses the algebra generated by the identity and all $G_{pq}$. Its dimension is also found numerically, here with a relative rank tolerance of $10^{-9}$, so it tests the block structure expected from a symmetry and is not meant to detect distortions near or below that size. Since the $G_{pq}$ are Hermitian, the state space splits into inequivalent irreducible blocks of dimension $d_k$, each occurring $m_k$ times. The algebra then has dimension $\sum_kd_k^2$, and the operators commuting with it have dimension $\sum_km_k^2$. For the straight chain the complement of $W$ is one block with $d=6$, while $W$ is a block with $d=1$ occurring twice. The predicted dimensions are $36+1=37$ and $1+4=5$. Both were found.

## Three spins: what protects and what does not

**Straight chains.** Equal spacing is not needed. Three spins-1/2 form one spin-3/2 multiplet and two doublets. A rank-2 operator has no matrix elements between doublets, because two spins-1/2 combine to rank 0 or 1 at most. It can connect the quartet to the doublets. On a straight line all tensors $A^{ij}$ are proportional to one another, so all $G_{pq}$ contain the same combination $\sum b_{ij}X_q^{ij}$. This combination reaches one superposition of the two doublets, and the orthogonal superposition is uncoupled. Every straight chain thus has at least five invariants, with or without a symmetry. The chain with spacings 1 and 1.3 has five.

Part of the magnetization is protected too. Within the uncoupled doublet $I_z$ acts as $s_z$, with ${\rm Tr}\,s_z^2=\tfrac12$ and ${\rm Tr}\,I_zs_z=\tfrac12$, whereas ${\rm Tr}\,I_z^2=3\times8\times\tfrac14=6$. The other invariants are orthogonal to $I_z$. The surviving fraction of an initial $I_z$ order is

$$\frac{(1/2)^2}{(1/2)\times6}=\frac1{12}.$$

The count can be larger for special signed couplings. Take $(b_{12},b_{13},b_{23})\propto(2,-1,2)$ and write $S_q=X_q^{12}+X_q^{13}+X_q^{23}$. The combination is $2S_q-3X_q^{13}$. Within the permutation-symmetric quartet all pairs act alike, so $S_q=3X_q^{13}$ and the combination equals $3X_q^{13}$. Between quartet and doublets $S_q$ vanishes, because it commutes with permutations, and the combination equals $-3X_q^{13}$. Reversing the sign of the doublet states turns it into $3X_q^{13}$ throughout. The system is then equivalent to one coupled pair and a free spin. Any operator of the free spin may multiply either the singlet or the triplet projector of the pair, which makes $4+4=8$ invariants, as the calculation finds. Like spins cannot reach this case, since their $b_{ij}$ share one sign.

**True triangles.** Suppose $\sum c_{ij}(3n_{ij}n_{ij}^T-1)=0$. The component normal to the plane gives $\sum c_{ij}=0$. The in-plane components then give $\sum c_{ij}e^{2i\phi_{ij}}=0$, where $\phi_{ij}$ is the direction of $n_{ij}$. Three distinct points on a circle are not collinear, so all $c_{ij}=0$. The three tensors are independent, and an invariant must commute with each pair's $X_q^{ij}$ separately.

On a pair singlet $X_q$ vanishes. On the triplet, in the Cartesian basis, the $X_q$ span the real symmetric traceless matrices. Products such as

$$(|x\rangle\langle y|+|y\rangle\langle x|)(|y\rangle\langle z|+|z\rangle\langle y|)=|x\rangle\langle z|$$

generate all $3\times3$ matrices. Commuting with pair 12 therefore leaves $Q=D_3+(I_1\!\cdot I_2)F_3$, where $D_3,F_3$ act on spin 3. Pair 23 likewise demands $Q=D_1'+(I_2\!\cdot I_3)F_1'$. One- and two-spin terms cannot match. Three-spin terms would need $\delta_{ab}f_c=\delta_{bc}f'_a$ for all $a,b,c$; setting $a=b\ne c$ gives $f_c=0$. The identity alone remains. A bent chain can have slow modes but no nontrivial invariant, however small the bend.

## How fast a bent chain decays

Let each bond of the equal chain tilt by $\delta$, so that the bond angle is $\pi-2\delta$, with $b$ the coupling across one bond. Then $n_{12}=(\cos\delta,\sin\delta,0)$ and $n_{23}=(\cos\delta,-\sin\delta,0)$. The tensors $A^{12}$ and $A^{23}$ differ in the $xy$ component alone, where $A^{12}_{xy}=\tfrac32b\sin2\delta=-A^{23}_{xy}$ and $A^{13}_{xy}=0$. The normalized $E_{xy}$ has entries $1/\sqrt2$, so

$$a=a^{12}_{xy}=\sqrt2\,A^{12}_{xy}=\frac{3b}{\sqrt2}\sin2\delta .$$

The other components still annihilate $W$, by the opening argument. Since $\Gamma$ is a sum over $p$ without cross terms, the damping of the old invariants comes from

$$G_q=aY_q,\qquad Y_q=\sum_{ab}(E_q)_{ab}I_{2a}(I_1-I_3)_b .$$

$Y_q$ is odd under exchange of spins 1 and 3, and so is $W$; hence $Y_q$ takes $W$ entirely outside itself. On the singlet $I_1-I_3=2I_1$, which gives $\langle S_{13}|(I_1-I_3)_b(I_1-I_3)_d|S_{13}\rangle=\delta_{bd}$. By isotropy and its trace, $\sum_qE_q^2=\tfrac53\,1$. Therefore

$$\sum_qP_WY_q^2P_W=\tfrac53\,(I_2\!\cdot I_2)P_W=\tfrac53\cdot\tfrac34P_W=\tfrac54P_W .$$

For vector order $Q=s_z$, expanding the commutator gives $\|[G_q,Q]\|^2=2{\rm Tr}(Q^2G_q^2)-2{\rm Tr}(QG_qQG_q)$, and the last term vanishes. Summing over $q$ and dividing by ${\rm Tr}Q^2$ gives $\tfrac52a^2$. Multiplication by $\tau/5$ yields

$$R_{\rm vec}\simeq\tfrac12a^2\tau=\tfrac94\,b^2\tau\sin^22\delta .$$

For scalar order take the traceless $Q=\tfrac23P_W-\tfrac16$, equal to $\tfrac12$ on $W$ and $-\tfrac16$ on its six-dimensional complement. Its norm is $2\cdot\tfrac14+6\cdot\tfrac1{36}=\tfrac23$. Also $\sum_q\|[G_q,P_W]\|^2=2a^2\cdot\tfrac54\cdot2=5a^2$. Hence

$$R_{\rm sc}\simeq\frac{\tau}{5}\cdot\frac{(4/9)\,5a^2}{2/3}=\tfrac23a^2\tau=3\,b^2\tau\sin^22\delta .$$

Rotational invariance of $\Gamma$ forbids mixing between scalar and vector order, so these are the leading-order rates. Mixing with faster modes enters at order $\delta^4$ and lowers them. By the variational principle the two expressions are upper bounds on the corresponding ordered eigenvalues.

For protons 2.5 Å apart with $\tau=10$ ps, $b_0\tau=4.8\times10^{-7}$ and $b_0^2\tau=0.02333$ s$^{-1}$. At a bond angle of 179°, $2\delta=1°$ and $\sin^22\delta=3.046\times10^{-4}$. The formulas give

$$R_{\rm vec}=2.25\times0.02333\times3.046\times10^{-4}=1.60\times10^{-5}\ {\rm s}^{-1},$$

and $R_{\rm sc}=2.13\times10^{-5}$ s$^{-1}$. The computed lifetimes are $6.25\times10^4$ s (17 h) and $4.69\times10^4$ s (13 h). The next rate is $8.9\times10^{-3}$ s$^{-1}$, a gap of about 400. At 170° the computed rates are $1.57\times10^{-3}$ and $2.09\times10^{-3}$ s$^{-1}$; the formulas exceed them by 0.7% and 1.1%. The gap to the next mode has shrunk to a factor of 4.5, and a cutoff placed there needs a reason.

## Four spins: look for an inversion centre

Inversion changes $n$ to $-n$ and leaves $3nn^T-1$ alone. If it maps the spins onto one another through a permutation $\pi$, the operator $\Pi$ permuting the spin states commutes with every $G_{pq}$. A reflection generally changes the sign of some tensor components and gives no such argument.

For a rectangle $\Pi$ exchanges both diagonal pairs. Each exchange has trace 2 on its pair, so ${\rm Tr}\,\Pi=4$: ten states are even and six odd. Commuting with $\Pi$ limits the algebra to dimension $10^2+6^2=136$. The calculation reaches 136, so the invariants are combinations of $1$ and $\Pi$. The trapezium has a mirror line but no inversion centre; its algebra has the full dimension 256 and the identity is its sole invariant. The regular tetrahedron gives the same result. Inversion is sufficient but not necessary. On a straight four-spin chain all tensors are proportional, and a rank-2 operator connects the two singlets only to the single quintet, so one singlet superposition is uncoupled whatever the spacing; a chain with spacings 1, 1.3 and 0.8 has two invariants and no inversion centre. The equally spaced straight chain has both protections. Its ten even states split into that singlet and a block of nine, its six odd states are two triplets that split into two blocks of three, and it has four invariants.

Now break the inversion. Split $G_{pq}$ into parts even and odd under $\pi$. The odd part $G^o$ anticommutes with $\Pi$, so $[G^o,\Pi]=2G^o\Pi$ and, since $\Pi^2=1$, $\|[G^o,\Pi]\|^2=4\,{\rm Tr}(G^o)^2$. Each $X_q^{ij}$ has unit norm in the 16-dimensional space, and different pairs are orthogonal. With $A^{o}=\tfrac12(A^{ij}-A^{\pi(i)\pi(j)})$, the sum over $q$ gives $\sum_{pq}{\rm Tr}(G^o_{pq})^2=5\sum_{i<j}\|A^o\|^2$. The traceless operator $\Pi-\tfrac14$ has squared norm $16-1=15$. The lowest rate apart from the identity therefore obeys

$$R_{\rm slow}\le\frac{\tau}{5}\cdot\frac{4\cdot5\sum\|A^o\|^2}{15}=\frac{\tau}{15}\sum_{i<j}\big\|A^{ij}-A^{\pi(i)\pi(j)}\big\|^2 .$$

This bound limits the lowest rate that coordinate errors can produce, without any diagonalization. In a 3.5 Å × 2.5 Å rectangle, moving one proton by 0.025 Å along the long side gives a computed rate of $6.75\times10^{-6}$ s$^{-1}$, against a bound of $6.77\times10^{-6}$. For 0.1 Å they are $1.09\times10^{-4}$ and $1.10\times10^{-4}$ s$^{-1}$. In a test with smaller shifts, doubling the shift multiplied the rate by 4.00.

The undistorted rectangle also has a mode at $1.2\times10^{-3}$ s$^{-1}$, 34 times slower than the initial decay of $I_z$. Its origin is not identified here. A small rate alone therefore does not show which symmetry, if any, lies nearby.

## Check the coherent Hamiltonian last

Let $C_0$ be the real antisymmetric matrix of $-i[H_0,\cdot]$. For a mode $v$ of $C_0-\Gamma$ with eigenvalue $\lambda$, the term $v^\dagger C_0v$ is imaginary, so

$$-{\rm Re}\,\lambda=\frac{v^\dagger\Gamma v}{v^\dagger v}.$$

Every decay rate lies between the extreme eigenvalues of $\Gamma$. An undamped mode needs $\Gamma v=0$ and then $C_0v=\lambda v$: it must lie in the null space and remain there under $H_0$. A Zeeman term common to all spins leaves every decay rate unchanged and makes each mode precess at its coherence order times the Larmor frequency; among the invariants of the straight three-spin chain this affects only $s_x$ and $s_y$.

For the rectangle, inversion-symmetric J couplings of 8 and 2 Hz along the long and short sides keep both invariants. Shifting the frequency of one spin by 0.1 Hz leaves the identity as the only undamped mode, and the slowest damped rate is $1.0\times10^{-4}$ s$^{-1}$. At 1 Hz it is $1.4\times10^{-3}$ s$^{-1}$, and that mode is a mixture whose squared overlap with $\Pi-\tfrac14$ is about 0.4, against 0.99 at 0.1 Hz. These J values are illustrative; with 8 Hz on the short sides and 2 Hz on the long sides the two rates are $1.5\times10^{-4}$ and $1.5\times10^{-3}$ s$^{-1}$. The null space of $\Gamma$ therefore lists candidates, and $H_0$ decides which of them live long.

Chemical shift anisotropy, spin rotation, paramagnetic impurities, other molecules and internal motion are absent from this model. A zero rate or a lifetime of 17 h describes the dipolar mechanism alone; in a sample the omitted mechanisms will generally set the limit. The numerical output below gives the remaining geometries and angles.

## Computed results

```
unit distance r0 = 2.50 angstrom
correlation time tau = 10.0 ps
dipolar constant b0/2pi = 7687.7 Hz
rate unit b0^2 tau = 0.023332 s^-1
b0*tau = 4.830e-07 (dimensionless)
Gamma, orientation average: max diff = 1.6e-15 b0^2 tau
Gamma, jump model: relative diff = 6.8e-06
geometry: invariants, algebra dim, slowest nonzero, Iz rate (s^-1)
3 straight equal: 5, 37, 0.00893, 0.04703
3 straight unequal: 5, 37, 0.00371, 0.02832
3 equilateral: 1, 64, 0.02937, 0.07000
3 scalene: 1, 64, 0.00444, 0.03309
4 rectangle: 2, 136, 0.00121, 0.04100
4 trapezium: 1, 256, 0.00552, 0.05335
4 tetrahedron: 1, 256, 0.05250, 0.10499
4 straight equal: 4, 100, 0.00269, 0.05307
couplings (b12,b13,b23)=(2,-1,2): invariants = 8
straight chain: protected fraction of |Iz|^2 = 0.083333
jump model at b0*tau = 1: invariants = 5
bent chain: angle, vector rate, formula, scalar rate, formula, next
179 deg lifetimes: vector 62544 s, scalar 46909 s
179 deg: 1.5989e-05 1.5990e-05 2.1318e-05 2.1320e-05 8.9371e-03 s^-1
178 deg: 6.3923e-05 6.3940e-05 8.5219e-05 8.5253e-05 8.9533e-03 s^-1
176 deg: 2.5518e-04 2.5545e-04 3.4005e-04 3.4060e-04 9.0176e-03 s^-1
174 deg: 5.7222e-04 5.7359e-04 7.6196e-04 7.6479e-04 9.1245e-03 s^-1
170 deg: 1.5719e-03 1.5830e-03 2.0876e-03 2.1106e-03 9.4637e-03 s^-1
bend 1e-10 rad, scalar rate formula = 1.2000e-19 b0^2 tau
  from SVD of K = 1.2000e-19 b0^2 tau
  eigenvalues of Gamma, largest |value| of lowest five = 2.1e-15 b0^2 tau
rectangle: rate ratio on doubling a small shift = 4.0018
rectangle: shift, slow rate, upper bound, next rate
0.025 angstrom: 6.7495e-06 6.7702e-06 1.2319e-03 s^-1
0.050 angstrom: 2.7074e-05 2.7207e-05 1.2652e-03 s^-1
0.100 angstrom: 1.0852e-04 1.0981e-04 1.3593e-03 s^-1
J couplings: 8.0 Hz (long sides), 2.0 Hz (short sides)
largest eigenvalue of Gamma, rectangle = 0.14265 s^-1
offset 0.0 Hz: undamped modes = 2, slowest damped = 1.2075e-03 s^-1
offset 0.1 Hz: undamped modes = 1, slowest damped = 1.0050e-04 s^-1
offset 1.0 Hz: undamped modes = 1, slowest damped = 1.3704e-03 s^-1
```
